# Volkov-Pankratov Levels of a Linear Dirac Mass at a Band-Inverted Heterojunction: test program

```python
# Result under test: a Dirac mass rising linearly, mass(z) = slope*z, binds
#   E = +-hbar*v_p*k                                   (N = 0, each single)
#   E = +-sqrt((hbar*v_p*k)^2 + 2*N*hbar*v_z*slope)    (N >= 1, each double)
# v_z, v_p: velocities along the junction normal and in the plane;
# k: in-plane wave number; mass: half the signed band gap.
# The N = 0 state has chirality tau_y sigma_z = +1 and a Gaussian profile.
# Energies are in eV and lengths in nm inside the program.
# Method: four-band plane-wave diagonalization on a ring that holds one rising
# and one falling junction, so every single-junction level appears twice.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal

one = np.eye(2)
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)
chirality = np.kron(sy, sz)          # first factor: band; second: Kramers index


def hbar_v(speed):
    """hbar times speed, in eV nm."""
    return const.hbar * speed / const.e * 1e9


def ring_hamiltonian(normal, inplane, slope, period, nmax, cap=np.inf,
                     tilt=0.0, common=0.0, opposite=0.0):
    """normal, inplane: 3-vectors multiplying tau_x sigma k_z and tau_x sigma.
    cap: saturation of the mass; tilt: mid-gap slope over mass slope;
    common, opposite: coefficients of k_z^2 and of tau_z k_z^2."""
    orders = np.arange(-nmax, nmax + 1)
    kz = 2 * np.pi * orders / period
    samples = 4096
    z = np.arange(samples) * period / samples
    triangle = period / (2 * np.pi) * np.arcsin(np.sin(2 * np.pi * z / period))
    mass = np.clip(slope * triangle, -cap, cap)
    coeff = np.fft.fft(mass) / samples
    mass_matrix = coeff[(orders[:, None] - orders[None, :]) % samples]
    sigma = (sx, sy, sz)
    along = sum(c * np.kron(sx, s) for c, s in zip(normal, sigma))
    across = sum(c * np.kron(sx, s) for c, s in zip(inplane, sigma))
    band = np.kron(sz, one)
    ham = np.kron(along, np.diag(kz)) + np.kron(across, np.eye(len(kz)))
    ham = ham + np.kron(band + tilt * np.eye(4), mass_matrix)
    ham = ham + np.kron(common * np.eye(4) + opposite * band, np.diag(kz**2))
    return ham, kz


def positive_levels(ham, count):
    values = np.linalg.eigvalsh(ham)
    return values[values > 0][:count]


def with_degeneracy(levels):
    """Two junctions: N = 0 appears twice, every N >= 1 four times."""
    return np.concatenate([[levels[0]] * 2, np.repeat(levels[1:], 4)])


def graded_levels(hv, slope, cap, shift=0.0):
    """Levels N >= 1 at k = 0 of one saturating junction, by finite differences
    of the second-order equation for chirality -1."""
    z = np.linspace(-200, 200, 8001)
    step = z[1] - z[0]
    mass = np.clip(slope * z, -cap, cap) + shift
    rate = np.gradient(mass, step)
    edge = min(abs(mass[0]), abs(mass[-1]))
    diagonal = mass**2 + hv * rate + 2 * hv**2 / step**2
    off = np.full(len(z) - 1, -hv**2 / step**2)
    squares = eigh_tridiagonal(diagonal, off, eigvals_only=True,
                               select='v', select_range=(0.0, edge**2))
    return np.sqrt(squares), edge


def listing(levels):
    return ", ".join(f"{1e3 * e:.2f}" for e in levels) if len(levels) else "none"


# ---- example parameters: rough typical values for a PbTe-based junction ----
half_gap, half_width = 0.100, 10.0
speed_z, speed_p = 2.5e5, 8.0e5
temperature, warm = 77.0, 300.0
half_gap_drift = 0.2e-3              # eV/K, rough
doping, permittivity = 1e17, 400.0   # cm^-3 and relative, rough
tilt = 0.3
k_example = 0.05

slope = half_gap / half_width
hvz, hvp = hbar_v(speed_z), hbar_v(speed_p)
length = np.sqrt(hvz / slope)
N = np.arange(5)
normal = np.array([0, 0, hvz])
still = np.zeros(3)
moving = np.array([hvp * k_example, 0, 0])

# ---- levels and degeneracies at finite k, two in-plane directions ----
formula = np.sqrt((hvp * k_example)**2 + 2 * N * hvz * slope)
for angle in (0.0, 0.7):
    direction = np.array([np.cos(angle), np.sin(angle), 0])
    ham, kz = ring_hamiltonian(normal, hvp * k_example * direction,
                               slope, 120.0, 45)
    found = positive_levels(ham, 18)
    main_error = np.max(np.abs(found - with_degeneracy(formula)))
    assert main_error < 1e-6

# ---- zero modes at k = 0: one Kramers pair for each of the two junctions ----
ham, kz = ring_hamiltonian(normal, still, slope, 120.0, 45)
values = np.linalg.eigvalsh(ham)
assert np.sum(np.abs(values) < 1e-6) == 4
linear = np.sqrt(2 * N * hvz * slope)
assert np.allclose(values[values > 1e-3][:16], np.repeat(linear[1:], 4), atol=1e-6)

# ---- chirality, profile and spin texture of the N = 0 branch, k along x ----
ham, kz = ring_hamiltonian(normal, moving, slope, 120.0, 45)
values, vectors = np.linalg.eigh(ham)
pair = vectors[:, np.argsort(np.abs(values - hvp * k_example))[:2]]
unit = np.eye(len(kz))
chir_values, mix = np.linalg.eigh(pair.conj().T @ np.kron(chirality, unit) @ pair)
assert np.allclose(chir_values, [-1, 1], atol=1e-6)
z_grid = np.linspace(-60, 60, 1200, endpoint=False)
waves = np.exp(1j * np.outer(kz, z_grid))


def density(state):
    rho = np.sum(np.abs(state.reshape(4, -1) @ waves)**2, axis=0)
    return rho / rho.sum()


rising, falling = pair @ mix[:, 1], pair @ mix[:, 0]
rho = density(rising)
center = np.sum(rho * z_grid)
rms = np.sqrt(np.sum(rho * z_grid**2) - center**2)
assert abs(center) < 1e-4 and abs(rms - length / np.sqrt(2)) < 1e-4
gauss = np.exp(-z_grid**2 / length**2)
assert np.max(np.abs(rho - gauss / gauss.sum())) < 1e-6
assert np.sum(density(falling)[np.abs(z_grid) > 30]) > 0.999


def mean(matrix):
    return np.real(rising.conj() @ np.kron(matrix, unit) @ rising)


texture = [mean(np.kron(sz, sx)), mean(np.kron(sz, sy))]
plain = [mean(np.kron(one, sx)), mean(np.kron(one, sy))]
assert np.allclose(texture, [0, 1], atol=1e-6)
assert np.allclose(plain, [0, 0], atol=1e-6)

# ---- mid-gap slope: levels contract ----
for ratio in (0.3, 0.5):
    root = np.sqrt(1 - ratio**2)
    expected = root * np.sqrt((hvp * k_example)**2 + 2 * N * hvz * slope * root)
    ham, _ = ring_hamiltonian(normal, moving, slope, 120.0, 45, tilt=ratio)
    found = positive_levels(ham, 14)
    assert np.allclose(found, with_degeneracy(expected[:4]), atol=1e-5)
tilted_first = (1 - tilt**2)**0.75 * linear[1]

# ---- valley axis tilted from the normal, cosine 1/3 for a (111) junction ----
axis = np.array([np.sqrt(8) / 3, 0, 1 / 3])
velocity = hvp * np.eye(3) + (hvz - hvp) * np.outer(axis, axis)
a_vec = velocity @ np.array([0, 0, 1.0])
b_vec = velocity @ np.array([0.03, 0.04, 0])
hw = np.linalg.norm(a_vec)
b_perp = b_vec - a_vec * (a_vec @ b_vec) / hw**2
expected = np.sqrt(b_perp @ b_perp + 2 * N * hw * slope)
ham, _ = ring_hamiltonian(a_vec, b_vec, slope, 220.0, 50)
assert np.allclose(positive_levels(ham, 14), with_degeneracy(expected[:4]), atol=1e-5)

# ---- quadratic terms of free-electron size ----
quad = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
ham, _ = ring_hamiltonian(normal, moving, slope, 120.0, 45, opposite=quad)
assert np.allclose(positive_levels(ham, 14), with_degeneracy(formula[:4]), atol=1e-5)
ham, _ = ring_hamiltonian(normal, still, slope, 120.0, 45, common=quad)
values = np.linalg.eigvalsh(ham)
zero_shift = np.mean(values[np.argsort(np.abs(values))[:4]])
first_shift = np.mean(values[values > 0.03][:4]) - linear[1]
assert abs(zero_shift - quad / (2 * length**2)) < 2e-5

# ---- saturation of the mass: two independent numerical roads ----
saturated, _ = graded_levels(hvz, slope, half_gap)
ham, _ = ring_hamiltonian(normal, still, slope, 160.0, 60, cap=half_gap)
values = np.linalg.eigvalsh(ham)
bound = values[(values > 1e-3) & (values < half_gap)]
assert len(bound) == 4 * len(saturated)
assert np.allclose(bound, np.repeat(saturated, 4), atol=5e-5)
oblique, _ = graded_levels(hw, slope, half_gap)
shift = half_gap_drift * (warm - temperature)
warmed, warm_edge = graded_levels(hvz, slope, half_gap, shift)

# ---- carriers ----
cone_density = (linear[1] / hvp)**2 / (4 * np.pi) * 1e14
sheet = doping * 2 * half_width * 1e-7
charge_field = const.e * sheet * 1e4 / (const.epsilon_0 * permittivity)
charge_ratio = charge_field * 1e-9 / slope
mass_z = half_gap * const.e / speed_z**2 / const.m_e
mass_p = half_gap * const.e / speed_p**2 / const.m_e

print(f"half-gap on each side: {1e3 * half_gap:.0f} meV")
print(f"half-width of graded layer: {half_width:.0f} nm")
print(f"normal velocity: {speed_z:.2e} m/s; in-plane: {speed_p:.2e} m/s")
print(f"band-edge mass, normal: {mass_z:.3f} m_e; in-plane: {mass_p:.4f} m_e")
print(f"hbar*v_z: {hvz:.4f} eV nm; hbar*v_p: {hvp:.4f} eV nm")
print(f"mass slope F: {1e3 * slope:.1f} meV/nm")
print(f"oscillator length: {length:.3f} nm")
print(f"rms half-width of zero mode, from eigenvector: {rms:.3f} nm")
print(f"linear-mass levels N=0..4 at k=0: {listing(linear)} meV")
print(f"first level N=1 at k=0: {linear[1] * const.e:.3e} J")
print(f"in-plane wave number of example: {k_example:.2f} 1/nm")
print(f"linear-mass levels N=0..4 at that k: {listing(formula)} meV")
print(f"largest error of levels against diagonalization: {main_error:.1e} eV")
print(f"chirality, falling and rising junction: {chir_values[0]:.4f}, {chir_values[1]:.4f}")
print(f"mean tau_z sigma_y, k along +x, E>0: {texture[1]:.4f}")
print(f"linear estimate of highest N, half_gap*half_width/(2 hbar v_z): "
      f"{half_gap * half_width / (2 * hvz):.2f}")
print(f"saturated-mass levels N>=1 at k=0: {listing(saturated)} meV")
print(f"number of bound levels N>=1 with saturation: {len(saturated)}")
print(f"tilted valleys, hbar*w: {hw:.4f} eV nm")
print(f"tilted valleys, linear N=1: {1e3 * np.sqrt(2 * hw * slope):.2f} meV")
print(f"tilted valleys, saturated levels N>=1: {listing(oblique)} meV")
print(f"mid-gap slope ratio beta assumed: {tilt:.2f}")
print(f"mid-gap change from centre to edge: {1e3 * tilt * half_gap:.0f} meV")
print(f"N=1 at k=0 with that slope: {1e3 * tilted_first:.2f} meV")
print(f"factor on in-plane velocity of N=0: {np.sqrt(1 - tilt**2):.4f}")
print(f"field that collapses the levels, F/e: {slope * 10:.3f} MV/cm")
print(f"free-electron coefficient hbar^2/(2 m_e): {quad:.5f} eV nm^2")
print(f"its shift of N=0: {1e3 * zero_shift:.3f} meV; of N=1: {1e3 * first_shift:.3f} meV")
print(f"thermal energy at {temperature:.0f} K: "
      f"{1e3 * const.k * temperature / const.e:.2f} meV")
print(f"thermal energy at {warm:.0f} K: {1e3 * const.k * warm / const.e:.2f} meV")
print(f"half-gap drift assumed: {1e3 * half_gap_drift:.2f} meV/K")
print(f"mass shift on warming to {warm:.0f} K: {1e3 * shift:.1f} meV")
print(f"displacement of the mass zero on warming: {-shift / slope:.2f} nm")
print(f"smaller half-gap when warm: {1e3 * warm_edge:.1f} meV")
print(f"bound levels N>=1 when warm: {listing(warmed)} meV")
print(f"sheet density filling N=0 cone up to N=1: {cone_density:.2e} cm^-2")
print(f"doping assumed: {doping:.1e} cm^-3; relative permittivity: {permittivity:.0f}")
print(f"doping charge over graded layer: {sheet:.2e} cm^-2")
print(f"field of that charge: {charge_field * 1e-8:.2e} MV/cm")
print(f"its slope relative to F: {charge_ratio:.4f}")
print("no test failed")
```

Printed output:

```
half-gap on each side: 100 meV
half-width of graded layer: 10 nm
normal velocity: 2.50e+05 m/s; in-plane: 8.00e+05 m/s
band-edge mass, normal: 0.281 m_e; in-plane: 0.0275 m_e
hbar*v_z: 0.1646 eV nm; hbar*v_p: 0.5266 eV nm
mass slope F: 10.0 meV/nm
oscillator length: 4.057 nm
rms half-width of zero mode, from eigenvector: 2.868 nm
linear-mass levels N=0..4 at k=0: 0.00, 57.37, 81.13, 99.36, 114.74 meV
first level N=1 at k=0: 9.191e-21 J
in-plane wave number of example: 0.05 1/nm
linear-mass levels N=0..4 at that k: 26.33, 63.12, 85.30, 102.79, 117.72 meV
largest error of levels against diagonalization: 8.3e-16 eV
chirality, falling and rising junction: -1.0000, 1.0000
mean tau_z sigma_y, k along +x, E>0: 1.0000
linear estimate of highest N, half_gap*half_width/(2 hbar v_z): 3.04
saturated-mass levels N>=1 at k=0: 57.35, 80.90, 97.32 meV
number of bound levels N>=1 with saturation: 3
tilted valleys, hbar*w: 0.4995 eV nm
tilted valleys, linear N=1: 99.95 meV
tilted valleys, saturated levels N>=1: 94.43 meV
mid-gap slope ratio beta assumed: 0.30
mid-gap change from centre to edge: 30 meV
N=1 at k=0 with that slope: 53.45 meV
factor on in-plane velocity of N=0: 0.9539
field that collapses the levels, F/e: 0.100 MV/cm
free-electron coefficient hbar^2/(2 m_e): 0.03810 eV nm^2
its shift of N=0: 1.159 meV; of N=1: 2.221 meV
thermal energy at 77 K: 6.64 meV
thermal energy at 300 K: 25.85 meV
half-gap drift assumed: 0.20 meV/K
mass shift on warming to 300 K: 44.6 meV
displacement of the mass zero on warming: -4.46 nm
smaller half-gap when warm: 55.4 meV
bound levels N>=1 when warm: 54.68 meV
sheet density filling N=0 cone up to N=1: 9.45e+10 cm^-2
doping assumed: 1.0e+17 cm^-3; relative permittivity: 400
doping charge over graded layer: 2.00e+11 cm^-2
field of that charge: 9.05e-04 MV/cm
its slope relative to F: 0.0090
no test failed
```
